# Passivity bounds on longitudinal and transverse damping in a single-mode dielectric function, part 2

The problem is which dampings make a polar lattice mode passive, so that no field pulse starting from rest can extract energy that was not first put in. Along one principal axis, the field $E$ and displacement $D$ obey $D(\omega)=\varepsilon_0\varepsilon(\omega)E(\omega)$, with

$$\varepsilon(\omega)=\varepsilon_\infty\,\frac{\omega_L^2-\omega^2-i\gamma_L\omega}{\omega_T^2-\omega^2-i\gamma_T\omega}. \tag{1}$$

Here $\varepsilon_\infty$ is the real permittivity above the mode, $\omega_T$ and $\omega_L$ are the transverse and longitudinal angular frequencies, and $\gamma_T$ and $\gamma_L$ are their dampings. All are positive except $\gamma_L$, which may be any real number. With $E(\omega)=\int_{-\infty}^{\infty}E(t)\,e^{i\omega t}\,dt$, a time derivative becomes $-i\omega$.

The medium is passive if and only if ${\rm Im}\,\varepsilon\ge0$ at every $\omega>0$, which is equivalent to

$$\boxed{\,1\le\frac{\gamma_L}{\gamma_T}\le\frac{\omega_L^2}{\omega_T^2}\,} \tag{2}$$

The polarization $P$, defined by $D=\varepsilon_0\varepsilon_\infty E+P$, obeys

$$\ddot P+\gamma_T\dot P+\omega_T^2P=\varepsilon_0\varepsilon_\infty\left[(\omega_L^2-\omega_T^2)E+(\gamma_L-\gamma_T)\dot E\right]. \tag{4}$$

The total work per unit volume of a complete pulse, $W(\infty)=\int_{-\infty}^{\infty}E\,\dot P\,dt$, is

$$W(\infty)=\frac{\varepsilon_0}{\pi}\int_0^\infty\omega\,{\rm Im}\,\varepsilon(\omega)\,|E(\omega)|^2\,d\omega. \tag{6}$$

The Gaussian pulse of section 3 is

$$E(t)=E_0\,e^{-t^2/2\tau^2}\cos\omega_0t,$$

with peak field $E_0$, duration parameter $\tau$ and centre frequency $\omega_0$. In (15) below, $\omega_0$ instead denotes the frequency where the loss changes sign.

With $\mathcal D(\omega)=(\omega_T^2-\omega^2)^2+\gamma_T^2\omega^2$, the loss is

$${\rm Im}\,\varepsilon(\omega)=\frac{\varepsilon_\infty\,\omega\,(A+B\omega^2)}{\mathcal D(\omega)},\qquad A=\gamma_T\omega_L^2-\gamma_L\omega_T^2,\qquad B=\gamma_L-\gamma_T. \tag{8}$$

At the transverse resonance,

$$\varepsilon(\omega_T)=\varepsilon_\infty\left[\frac{\gamma_L}{\gamma_T}+i\,\frac{\omega_L^2-\omega_T^2}{\gamma_T\omega_T}\right]. \tag{9}$$

The worked example is a 10 nm hafnia film with $\varepsilon_\infty=5$, $\omega_T=250$, $\omega_L=560$, $\gamma_T=20$ and $\gamma_L=40$ cm⁻¹, where a wavenumber $k$ stands for the angular frequency $2\pi ck$.

### 8. Symbols and results carried over

The permittivity is $\varepsilon=\varepsilon_\infty(\omega_L^2-\omega^2-i\gamma_L\omega)/(\omega_T^2-\omega^2-i\gamma_T\omega)$, with time factor $e^{-i\omega t}$ and $\gamma_T>0$. Its loss has the sign of $A+B\omega^2$, where $A=\gamma_T\omega_L^2-\gamma_L\omega_T^2$ and $B=\gamma_L-\gamma_T$. Passivity at all frequencies is equivalent to $A\ge0$ and $B\ge0$, that is, to $1\le\gamma_L/\gamma_T\le\omega_L^2/\omega_T^2$. The static permittivity is $\varepsilon_s=\varepsilon_\infty\omega_L^2/\omega_T^2$.

### 9. The upper bound belongs to low frequency

For $\omega\to0$ the denominator in (8) tends to $\omega_T^4$, so ${\rm Im}\,\varepsilon\simeq\varepsilon_\infty\omega A/\omega_T^4$. Dividing by $\varepsilon_s$ gives the loss tangent

$$\tan\delta\simeq\frac{\omega A}{\omega_T^2\omega_L^2}=\omega\left(\frac{\gamma_T}{\omega_T^2}-\frac{\gamma_L}{\omega_L^2}\right). \tag{12}$$

The upper bound states that this slope is not negative. Larger longitudinal damping, with the other parameters fixed, lowers the low-frequency loss. At the bound $A=0$, the linear term vanishes and the loss starts as $\varepsilon_\infty B\omega^3/\omega_T^4$.

### 10. The lower bound belongs to high frequency

For $E=E_0\cos\omega t$, write $\varepsilon=\varepsilon'+i\varepsilon''$. Then $D=\varepsilon_0E_0(\varepsilon'\cos\omega t+\varepsilon''\sin\omega t)$. In the cycle average of $E\dot D$ the product of sine and cosine vanishes and $\cos^2\omega t$ averages to one half, so the dissipated power density is

$$p=\tfrac12\,\omega\varepsilon_0\varepsilon''E_0^2. \tag{13}$$

The corresponding conductivity is $\sigma=\omega\varepsilon_0\varepsilon''$. At high frequency $\mathcal D\to\omega^4$ and $\varepsilon''\to\varepsilon_\infty B/\omega$, hence

$$\sigma(\infty)=\varepsilon_0\varepsilon_\infty(\gamma_L-\gamma_T). \tag{14}$$

The lower bound says that this plateau is not negative. The plateau also shows a limit of the model. By (4), a sudden field step $\Delta E$ makes $\dot P$ jump by $\varepsilon_0\varepsilon_\infty(\gamma_L-\gamma_T)\Delta E$. Ions of finite mass cannot acquire velocity instantly under a finite force. In addition, $\int\omega\,{\rm Im}\,\varepsilon\,d\omega$ grows without limit in proportion to its upper end, whereas a finite density of massive charges has finite total oscillator strength. With unequal dampings, form (1) can therefore hold only up to some frequency. For equal dampings the loss falls as $\omega^{-3}$ and this objection disappears.

### 11. Where a forbidden choice produces gain

When $A$ and $B$ have opposite signs, the loss changes sign at

$$\omega_0=\sqrt{-A/B}. \tag{15}$$

If the damping ratio is too large ($A<0<B$), gain lies below $\omega_0$. If it is too small ($B<0<A$), gain lies above $\omega_0$. If both coefficients are negative, which requires $\omega_L<\omega_T$, there is gain at every frequency. A fit that looks sound near its resonances can thus be active far from them.

### 12. A formula trusted only in a finite band

Suppose (1) is used only for $\omega_{\min}\le\omega\le\omega_{\max}$, with $\omega_{\min}<\omega_T<\omega_L<\omega_{\max}$. A straight line is nonnegative on an interval if and only if it is nonnegative at both ends. At any frequency,

$$A+B\omega^2=\gamma_T(\omega_L^2-\omega^2)-\gamma_L(\omega_T^2-\omega^2).$$

At $\omega_{\min}$ the factor $\omega_T^2-\omega^2$ is positive, which gives an upper bound on $\gamma_L/\gamma_T$. At $\omega_{\max}$ it is negative, which gives a lower bound:

$$\frac{\omega_{\max}^2-\omega_L^2}{\omega_{\max}^2-\omega_T^2}\le\frac{\gamma_L}{\gamma_T}\le\frac{\omega_L^2-\omega_{\min}^2}{\omega_T^2-\omega_{\min}^2}. \tag{16}$$

This window is wider than (2) and shrinks to it as the band grows. A fitted $\gamma_L$ slightly below $\gamma_T$ is therefore no proof of gain inside the fitted band; it shows that the formula cannot be extended to all higher frequencies.

### 13. Several modes

For several modes, $\varepsilon/\varepsilon_\infty$ is a product of factors like (1), and passivity restricts the product. To first order, a factor at low frequency is its static value times $1+i\omega(\gamma_T/\omega_T^2-\gamma_L/\omega_L^2)$, and at high frequency it is $1+i(\gamma_L-\gamma_T)/\omega$. First-order imaginary parts add, so two necessary conditions are

$$\sum_j\left(\frac{\gamma_{Tj}}{\omega_{Tj}^2}-\frac{\gamma_{Lj}}{\omega_{Lj}^2}\right)\ge0,\qquad\sum_j(\gamma_{Lj}-\gamma_{Tj})\ge0.$$

They are not sufficient, since gain can still occur between the two ends. It is not even enough that every factor obeys (2). In cm⁻¹ and in the order $(\omega_T,\gamma_T,\omega_L,\gamma_L)$, the factors $(250,2,350,2)$ and $(400,25,640,45)$ each satisfy (2), so both sums are nonnegative, yet with $\varepsilon_\infty=5$ the product has ${\rm Im}\,\varepsilon\simeq-0.67$ near 305 cm⁻¹. There the first factor is almost real and negative, and the loss angle of the second factor pushes the total phase past $\pi$. Nor need each factor obey (2), as an example shows. In cm⁻¹, and in the order $(\omega_T,\gamma_T,\omega_L,\gamma_L)$, take $(250,20,350,18)$ and $(400,25,640,45)$. The first factor alone has $\gamma_L<\gamma_T$ and is not passive.

Measure frequencies in units of 100 cm⁻¹ and let $x=\omega^2$. For each factor, the numerator times the conjugate denominator is $R_j+i\omega S_j$, with

$$R_1=x^2-18.464x+76.5625,\quad S_1=1.325-0.02x,$$
$$R_2=x^2-56.8475x+655.36,\quad S_2=3.04+0.2x.$$

The imaginary part of the product, divided by $\omega$, is

$$R_1S_2+R_2S_1\simeq0.180x^3+1.809x^2-129.2x+1101.$$

Its derivative has one positive root, $x\simeq12.5$, where the cubic takes its smallest value for $x>0$, about $120$. The product is therefore passive at all frequencies although one factor is not.

### 14. Worked example: a hafnia memory capacitor

One effective polar mode represents the lattice response of a 10 nm ferroelectric hafnia film. The rough round inputs are $\varepsilon_\infty=5$, $\omega_T=250$, $\omega_L=560$, $\gamma_T=20$ and $\gamma_L=40$ cm⁻¹. A wavenumber $k$ here stands for the angular frequency $2\pi ck$. The bound is

$$\frac{\omega_L^2}{\omega_T^2}=\frac{313600}{62500}=5.02,\qquad 20\le\gamma_L\le100\ {\rm cm^{-1}}.$$

The chosen ratio, 2, is allowed. The static permittivity is $5\times5.02=25.1$, and (9) gives ${\rm Re}\,\varepsilon(\omega_T)=10$, between 5 and 25.1 as required. The resonance values are

$${\rm Im}\,\varepsilon(\omega_T)=\frac{5\times251100}{20\times250}=251,\qquad-{\rm Im}\frac1{\varepsilon(\omega_L)}=\frac{251100}{5\times40\times560}=2.24.$$

At 1 GHz the wavenumber is 0.0334 cm⁻¹, and (12) gives

$$\tan\delta=0.0334\,(3.20-1.28)\times10^{-4}=6.4\times10^{-6}.$$

For a probe amplitude of 0.1 MV/cm, or 0.1 V across the film, (13) gives about 450 W/cm³. The high-frequency plateau (14) is 1.7 S/cm.

Now change $\gamma_L$ alone. For $\gamma_L=120$ cm⁻¹, $A=-1.228\times10^6$ cm⁻³ and $B=100$ cm⁻¹, so there is gain below $\sqrt{12280}=111$ cm⁻¹. The lowest ${\rm Im}\,\varepsilon$ is $-0.078$, near 70 cm⁻¹. For $\gamma_L=15$ cm⁻¹, gain appears above 1033 cm⁻¹, and the lowest value is $-0.0097$, near 1740 cm⁻¹.

The sign of the work was also tested in time. Equation (4) was integrated for the Gaussian pulse of section 3, with $1/\tau$ equivalent to 10 cm⁻¹ ($\tau\simeq0.53$ ps). The work divided by $\varepsilon_0E_0^2$ was $+1.81$ for the allowed mode at a centre frequency of 60 cm⁻¹. It was $-0.40$ for $\gamma_L=120$ cm⁻¹ at the same centre, and $-0.63$ for $\gamma_L=15$ cm⁻¹ at 1200 cm⁻¹. Each result agreed with the spectral integral (6) within one part in $10^4$.

### 15. The example beside a real film

A permittivity near 25 is of the size found in thin ferroelectric hafnia films, but the single mode is a strong simplification. The polar orthorhombic crystal has several polar modes and a different response along each axis, and films are usually polycrystalline. By section 13, the window for $\gamma_L$ must not be imposed on each measured mode, and meeting it mode by mode does not make the product passive. At 1 GHz the assumption that the lattice supplies all the loss fails by a large factor. A rough loss tangent of 0.01 from domain walls and defects is about 1600 times the lattice value. A measurement of total loss at that frequency therefore cannot test the upper bound on the lattice mode.

Leakage gains weight as the frequency falls. A rough $10^{-7}$ A/cm² at 1 MV/cm, treated as ohmic, gives $10^{-13}$ S/cm. The lattice conductivity grows as $\omega^2$ at low frequency and equals this value near 1.1 MHz; below that, leakage exceeds the lattice loss. Both terms are negligible there beside domain walls and defects: at 1.1 MHz the leakage corresponds to a loss tangent of about $7\times10^{-9}$, and it would overtake a constant loss tangent of 0.01 only below about 0.7 Hz.

If the form is trusted only from 50 to 1500 cm⁻¹, (16) gives $0.885\le\gamma_L/\gamma_T\le5.19$. The lower edge moves by 11 % and the upper by 3 %. Both forbidden choices above, with ratios 6 and 0.75, remain forbidden. The 1 GHz loss is then an extrapolation.

Two further effects are small under the conditions stated here. Electronic dispersion, modelled by one oscillator at a rough gap of 5.5 eV, changes $\varepsilon_\infty$ by 0.09 % at 1500 cm⁻¹. For nonlinearity, take a double-well energy with a rough remanent polarization of 20 µC/cm² and a curvature matched to the lattice permittivity. A field of 0.1 MV/cm along the polarization then stiffens the well by 2.6 %. The change grows with the field, so this small value does not carry over to the much larger fields used for switching.

### 16. Temperature and a consistency condition

Suppose each mode decays into two phonons of half its frequency, with fixed mode frequencies. Its damping is then proportional to $1+2n(\omega/2)$, where $n$ is the Bose occupation. Anchored to the values above at 300 K, this model gives:

- at 358 K (85 °C), $\gamma_T=23.7$ and $\gamma_L=46.0$ cm⁻¹, ratio 1.94;
- at 4 K, $\gamma_T=5.8$ and $\gamma_L=23.4$ cm⁻¹, ratio 4.03.

The ratio rises on cooling because the decay products of the lower mode have the larger thermal occupation, so $\gamma_T$ loses more of its value. Both ratios are allowed. But cooling from 300 K to 4 K multiplies the ratio by $4.03/2\simeq2.01$, whatever its starting value. A starting ratio above $5.02/2.01\simeq2.5$ would be passive at 300 K, up to 5.02, and active at 4 K. Heating acts on the other edge: from 300 K to 358 K the ratio is multiplied by 0.971, so a starting ratio below about 1.03 falls under the lower bound. Separate damping laws for the two modes, each reasonable by itself, can thus be inconsistent when combined in (1). The bounds must be checked at every temperature at which the formula is used.

The full set of values is in the numerical output.

## Calculated quantities

```
eps_inf (rough input): 5
omega_T (rough input): 250 cm^-1
omega_L (rough input): 560 cm^-1
gamma_T (rough input): 20 cm^-1
gamma_L (rough input): 40 cm^-1
static permittivity: 25.09
damping ratio gamma_L/gamma_T: 2
largest allowed ratio: 5.018
largest allowed gamma_L: 100.4 cm^-1
random cases passive, not passive: 528 940
Im eps at omega_T: 251.1
-Im(1/eps) at omega_L: 2.242
high-frequency conductivity plateau: 1.668 S/cm
lattice loss tangent at 1 GHz: 6.419e-06
film thickness: 10 nm
probe field amplitude: 0.1 MV/cm
probe voltage amplitude: 0.1 V
lattice power density at 1 GHz: 448 W/cm^3
too large gamma_L: 120 cm^-1
  gain below: 110.8 cm^-1
  lowest Im eps: -0.07781
  at frequency: 70.2 cm^-1
too small gamma_L: 15 cm^-1
  gain above: 1033 cm^-1
  lowest Im eps: -9.700e-03
  at frequency: 1742 cm^-1
pulse work / (eps0 x peak field squared), dimensionless:
  allowed, centre 60 cm^-1: 1.81
  gamma_L too large, centre 60 cm^-1: -0.3953
  gamma_L too small, centre 1200 cm^-1: -0.6269
trusted band: 50 to 1500 cm^-1
ratio bounds in this band: 0.8852 to 5.1850
two-mode case, mode 1: wT 250, gT 20, wL 350, gL 18 cm^-1
two-mode case, mode 2: wT 400, gT 25, wL 640, gL 45 cm^-1
two-mode static permittivity: 25.09
leakage at 1 MV/cm (rough input): 1e-07 A/cm^2
leakage equals lattice loss at: 1.056 MHz
domain and defect loss tangent (rough input): 0.01
its ratio to lattice loss at 1 GHz: 1558
band gap (rough input): 5.5 eV
relative eps_inf change at band top: 0.092 %
remanent polarization (rough input): 20 uC/cm^2
stiffness change at probe field: 2.6 %
358 K: gamma_T 23.66, gamma_L 45.96 cm^-1, ratio 1.942
4 K: gamma_T 5.82, gamma_L 23.44 cm^-1, ratio 4.026
```
